# The Pulay pressure of a plane-wave basis, derived in two ways, part 2

Two phases of hafnia, polar and nonpolar, are to be compared, each in its relaxed cell. Can a zero of the computed stress be trusted at the chosen plane-wave cutoff, or must the cutoff be raised, the stress corrected, or the volume found from total energies?

In atomic units, a cell of volume $\Omega$ and length $L=\Omega^{1/3}$ is scaled isotropically. Its waves $\boldsymbol\kappa/L$ have volume-independent labels $\boldsymbol\kappa$ and are included when $|\boldsymbol\kappa|/L<k_c=\sqrt{2E_c}$, with $E_c$ the cutoff. The minimized energy $E$ has pressure $P_{\rm cut}$ at fixed cutoff and $P_{\rm basis}$ with frozen labels; the stress theorem gives the latter. Positive pressure favours expansion. The first derivation, by the chain rule, gave for $P_{\rm Pulay}=P_{\rm basis}-P_{\rm cut}$

$$
\boxed{\,P_{\rm Pulay}=\frac23\frac{E_c}{\Omega}\left.\frac{\partial E}{\partial E_c}\right|_{\Omega}\,}
$$

The list of waves changes in stairs, so cutoff derivatives refer to energies averaged over a narrow cutoff window.

The second derivation scales all lengths by $\lambda$. Factors $\alpha$ and $\beta$, finally 1, multiply the kinetic energy $T\propto\Omega^{-2/3}$ and the Coulomb terms, which are exchange $E_x\propto\Omega^{-1/3}$ and

$$
E_{\rm es}=\beta\,\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|N(\mathbf G)-Zh(\mathbf G)|^2}{G^2}.
$$

Here $N(\mathbf G)$ is the Fourier coefficient of the electron density, and $h=e^{-G^2w^2/4}$ belongs to a Gaussian ion of charge $Z$ and width $w$. At fixed orbital coefficients $N$ has no explicit volume dependence. The scaling relation is

$$
E(\lambda^3\Omega,\;k_c/\lambda,\;\lambda^2\alpha,\;\lambda\beta,\;\lambda w)=E(\Omega,k_c,\alpha,\beta,w).
$$

The model is a simple cubic crystal with lattice constant 2.5 Å, $\Omega=15.625$ Å$^3$, $Z=2$, $w=0.30$ Å and two electrons per cell, without correlation. At 200 eV, a 2% change of lattice constant gave $P_{\rm basis}=-0.00216$ eV/Å$^3$. The cutoff slope $-0.0031296$ (eV per eV) gave $P_{\rm Pulay}=-0.02671$ eV/Å$^3$, known to about 5%.

### From scaling to the pressure

The right side does not depend on $\lambda$. Differentiating the left side and setting $\lambda=1$ gives

$$
3\Omega\frac{\partial E}{\partial\Omega}-k_c\frac{\partial E}{\partial k_c}
+2\alpha\frac{\partial E}{\partial\alpha}+\beta\frac{\partial E}{\partial\beta}+w\frac{\partial E}{\partial w}=0 .
$$

Each partial derivative keeps the other four arguments fixed. The first one is thus taken at fixed cutoff and equals $-P_{\rm cut}$.

In the last three derivatives neither $\Omega$ nor $k_c$ changes, so the list of waves stays the same. The coefficients are stationary, and only the explicit dependence on the parameter counts. The kinetic energy is linear in $\alpha$ and the Coulomb terms are linear in $\beta$, hence

$$
\alpha\frac{\partial E}{\partial\alpha}=T,\qquad
\beta\frac{\partial E}{\partial\beta}=E_{\rm es}+E_x .
$$

The width enters through $h$, for which $w\,\partial h/\partial w=-\tfrac12G^2w^2h$. The ion sits at an inversion centre placed at the origin, so $N(\mathbf G)$ is real. Writing $W=w\,\partial E/\partial w$ and setting $\beta=1$,

$$
W=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{2(N-Zh)}{G^2}\left(\frac{Z}{2}G^2w^2h\right)
=\frac{2\pi Zw^2}{\Omega}\sum_{\mathbf G\ne0}(N-Zh)\,h .
$$

Finally, $E_c=k_c^2/2$ gives $dE_c/dk_c=k_c$, and so

$$
k_c\frac{\partial E}{\partial k_c}=k_c^2\frac{\partial E}{\partial E_c}=2E_c\frac{\partial E}{\partial E_c}.
$$

Inserting all this and solving for the fixed-cutoff pressure yields

$$
P_{\rm cut}=\frac{2T+E_{\rm es}+E_x+W}{3\Omega}-\frac23\frac{E_c}{\Omega}\frac{\partial E}{\partial E_c}.
$$

The factor two thirds appears here as 2, from the quadratic relation between energy and wave number, over 3, from the number of dimensions.

It remains to identify the first fraction. Differentiate the energy with respect to volume at fixed coefficients. The kinetic energy varies as $\Omega^{-2/3}$ and contributes $2T/(3\Omega)$ to the pressure. At fixed $h$ the Coulomb terms vary as $\Omega^{-1/3}$ and contribute $(E_{\rm es}+E_x)/(3\Omega)$. The function $h$ depends on volume through $Gw\propto w\,\Omega^{-1/3}$, so a relative increase of $\Omega$ acts on it like minus one third of the same relative increase of $w$. That contributes $+W/(3\Omega)$. The sum is the first fraction, which is therefore $P_{\rm basis}$, and the boxed result of the first derivation follows again.

For the model at 200 eV this expression gives $-0.002295$ eV/Å$^3$. Energy differences with frozen labels and a 0.2% change of lattice constant give $-0.002294$ eV/Å$^3$. The value $-0.00216$ eV/Å$^3$ found earlier with a 2% change carries the larger finite-step error.

### What each derivation assumes

Both routes require isotropic scaling, a variational energy at self-consistency, fixed fractional $k$ points, and a cutoff derivative taken over many stairs. Beyond this they differ.

The first route needs no knowledge of the energy expression. It uses two facts: the list of waves depends on $E_c\Omega^{2/3}$, and the energy is a function of the volume and the list. Correlation or a norm-conserving nonlocal pseudopotential leaves it unchanged. With ultrasoft pseudopotentials or projector augmented waves the orthonormality condition itself depends on volume. The stress theorem then needs an additional term for this dependence, but the chain rule stays the same. What it needs is that no other numerical setting changes with volume. If the real-space grid is chosen anew at each volume and is too coarse, the energy depends on a further variable and the formula misses that part.

The second route needs a complete inventory of the lengths in the energy. A correlation functional contains the Bohr radius, and a pseudopotential contains its own radii. Each such length $\ell$ must be scaled too and adds $\ell\,(\partial E/\partial\ell)/(3\Omega)$ to the explicit pressure, as $w$ does here. A forgotten length would spoil the expression for $P_{\rm basis}$, but not the cutoff term, which comes from $k_c$ alone. In return, this route delivers the stress-theorem pressure in explicit form and shows that the Pulay term is the part of the scaling relation that belongs to the cutoff as a length.

Neither route covers a change of shape. A strain turns the cutoff sphere into an ellipsoid in the space of labels, and waves enter in some directions and leave in others. If the energy gained per entering wave is the same in all directions, the spurious stress is isotropic and the formula describes it fully. Otherwise the formula gives its mean normal part.

### From fixed cutoff to the complete basis

Neither derivation says that $P_{\rm cut}$ is the pressure of the complete basis. Write

$$
E(\Omega,E_c)=E_\infty(\Omega)+\Delta(\Omega,E_c),
$$

with $\Delta\ge0$ the truncation error. Then

$$
P_{\rm cut}=P_\infty-\left.\frac{\partial\Delta}{\partial\Omega}\right|_{E_c}.
$$

The correction leads to the complete-basis pressure as far as the truncation error at fixed cutoff does not change with volume. This is plausible when the missing short waves serve mainly to describe the orbitals close to the ions, where the surroundings matter little. It becomes doubtful under strong compression, or when bonding changes the density near the ions.

The same decomposition shows why a pressure can be poor when energy differences are good. If $\Delta\propto E_c^{-p}$ near the working cutoff, then $\partial E/\partial E_c=-p\Delta/E_c$ and

$$
P_{\rm Pulay}=-\frac{2p}{3}\frac{\Delta}{\Omega}.
$$

A constant $\Delta$ drops out of energy differences, yet it enters the stress-theorem pressure, as $\Delta/\Omega$ multiplied by $-2p/3$. In the limit of high cutoff the Pulay pressure vanishes together with $p\Delta$. For the model, the energy is $-46.1321$ eV at 200 eV and $-46.3110$ eV at 500 eV. Taking the difference of 0.179 eV for $\Delta$ gives a local exponent of $p\approx200\times0.00313/0.179\approx3.5$.

The corrected pressure at 200 eV is

$$
P_{\rm basis}-P_{\rm Pulay}=-0.00230+0.02671=0.02441\ \text{eV/Å}^3 .
$$

The stress theorem at 500 eV gives 0.02372 eV/Å$^3$. Measured against this reference, the raw pressure is in error by $-0.02601$ eV/Å$^3$ and the corrected one by $+0.00069$ eV/Å$^3$, which is 2.7% of the raw error. Even the sign of the pressure was wrong before the correction: at zero external pressure the uncorrected stress would compress a cell that ought to expand.

The small remainder should not be read too closely. The reference itself rises by 0.0014 eV/Å$^3$ between 400 and 500 eV and still contains some Pulay pressure. The mean energy slope over that interval is $-6.4\times10^{-5}$. If the slope at 500 eV is no steeper, the Pulay pressure left in the reference is at most $\frac23(500/15.625)\times6.4\times10^{-5}\approx0.0014$ eV/Å$^3$ in magnitude. The true remainder may therefore have either sign. The correction is uncertain as well: 5% of the Pulay pressure is about 0.0013 eV/Å$^3$, which is also more than the remainder.

### What a relaxation does with the error

Let the model cell relax with its 200 eV list of waves frozen, under an external pressure equal to the 500 eV value. Judged by the 500 eV calculation, it is already in equilibrium at 2.500 Å. The frozen basis nevertheless contracts it to 2.366 Å, a false volume change of $-15.2\%$. A linear estimate with the frozen-basis bulk modulus of 0.1255 eV/Å$^3$ would give $0.0260/0.1255\approx21\%$. The contraction is smaller mainly because the cell stiffens on the way: the mean of $-dP/d\ln\Omega$ along the path is $0.0260/\ln(2.500/2.366)^3\approx0.16$ eV/Å$^3$.

During the contraction the frozen waves become shorter, and the effective cutoff rises to $200\times(2.500/2.366)^2\approx223$ eV. Restarting at the new volume with a fresh 200 eV list restores the nominal cutoff but does not remove the error, since the stress theorem contains the Pulay pressure at every volume. In the model the restart makes the error larger: the fresh list gives 0.0148 eV/Å$^3$ at 2.366 Å, below the target, and fresh lists reach the target only near 2.32 Å, a false volume change of about $-20\%$.

There are three remedies. The cutoff can be raised until $P_{\rm Pulay}$ is below the pressure tolerance. Energies can be computed at fixed cutoff over a range of volumes wide enough to span many stairs, and a smooth curve fitted to them. Or the relaxation can aim at a shifted target: to reach an external pressure $P_{\rm ext}$, the stress-theorem pressure is driven to $P_{\rm ext}+P_{\rm Pulay}$, a lower value. The last remedy assumes that $P_{\rm Pulay}$ hardly changes during the relaxation; if the volume moves by several percent, it should be evaluated again.

### The model beside hafnia

The model is far softer than hafnia. Its frozen-basis bulk modulus at 200 eV corresponds to about 20 GPa, a value that itself contains a contribution from the incomplete basis, whereas the bulk modulus of hafnia is roughly 200 GPa, so the 15% contraction is not typical of the oxide. If a hafnia calculation had the same Pulay pressure of $-4.3$ GPa, which must be found from its own cutoff slope, the linear estimate would be a volume error of about $-2\%$. With roughly 33 Å$^3$ per formula unit, the elastic energy $\frac12B\Omega(\delta\Omega/\Omega)^2$, with $B$ the bulk modulus, is then about 9 meV per formula unit. This is the rise of an energy recomputed at the false volume with a fresh list of waves. The energy at the end of the frozen-list relaxation is instead lower than the starting energy by about the same amount, so the two differ by $|P_{\rm Pulay}\,\delta\Omega|\approx19$ meV, and both phases must be treated the same way. The error then cancels between two phases as far as their Pulay pressures, stiffnesses and volumes agree.

A film whose in-plane lattice is held by its substrate or electrodes breaks the assumption of isotropic scaling. In a calculation that fixes the in-plane lengths, an isotropic spurious pressure acts only along the normal. For an elastically isotropic solid with Poisson ratio $\mu$, the stiffness that resists is $3B(1-\mu)/(1+\mu)$, or about 320 GPa for $B=200$ GPa and an assumed $\mu=0.3$. The false contraction along the normal is then 1.3%, compared with 0.7% per axis in a free cell, and the volume error falls from 2.1% to 1.3%. Since the polar distortion responds to strain, the decision posed at the outset can be put as a condition: a zero of the uncorrected stress may be accepted when $|P_{\rm Pulay}|$, divided by the relevant stiffness, is well below the strain that matters for the comparison of phases. This condition concerns the geometry; the comparison of energies also needs the truncation error $\Delta$ per formula unit to be nearly the same in both phases.

The full set of computed values is in the numerical output below.

## Calculated quantities

```
Lattice constant: 2.500 angstrom
Cell volume: 15.625 angstrom^3
Ion charge: 2.0 e
Ion Gaussian width: 0.30 angstrom
Cutoff: 200.0 eV
k mesh: 8 x 8 x 8, 20 irreducible points
Mean plane waves per k point, counted: 100.47
Mean plane waves per k point, sphere formula: 100.35
Smallest direct gap on mesh: 9.056 eV
Band 2 bottom minus band 1 top: 5.364 eV
Energy at 200 eV cutoff: -46.13206 eV
Energy at 400 eV cutoff: -46.30458 eV
Energy at 500 eV cutoff: -46.31096 eV
Stress-theorem pressure: -0.002295 eV/angstrom^3
Frozen-basis pressure, 0.2% length step: -0.002294 eV/angstrom^3
Frozen-basis pressure, 2% length step: -0.002164 eV/angstrom^3
Fixed-cutoff pressure, 2% length step: 0.024427 eV/angstrom^3
Their difference, basis minus cutoff: -0.026590 eV/angstrom^3
Cutoff slope dE/dEc, narrow window: -0.0031296 eV/eV
Cutoff slope dE/dEc, wide window: -0.0032745 eV/eV
Pulay formula, narrow window: -0.026706 eV/angstrom^3
Pulay formula, wide window: -0.027943 eV/angstrom^3
Ratio difference/formula, narrow: 0.9957
Ratio difference/formula, wide: 0.9516
Pulay pressure, converted: -4.279 GPa
Corrected pressure: 0.024411 eV/angstrom^3
Pressure at 400 eV: 0.022317 eV/angstrom^3
Pressure at 500 eV: 0.023718 eV/angstrom^3
Pressure shift 400 to 500 eV: 0.001401 eV/angstrom^3
Raw pressure error against 500 eV: -0.026013 eV/angstrom^3
Error left after correction: 0.000693 eV/angstrom^3
Pressure shift, k mesh 6 to 8: -0.000001 eV/angstrom^3
Frozen-basis bulk modulus: 0.1255 eV/angstrom^3
Frozen-basis relaxed lattice constant: 2.3662 angstrom
False volume change: -15.21 %
Effective cutoff after relaxation: 223.25 eV
```
